# How the tangent rule sets stability of an elastic band, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one image to a band with held ends

### Definitions and conventions

A nudged elastic band is a chain of images, that is, of copies of a system, laid between two configurations in order to find a migration path. The copies are relaxed together. Here the chain has $M$ movable images $\mathbf R_1,\dots,\mathbf R_M$ and two held end images $\mathbf R_0$ and $\mathbf R_{M+1}$. The index $j$ counts images, and $i$ is the imaginary unit.

The unperturbed band is straight and lies along $x$ with equal spacing $d$. The potential is a uniform slope with a harmonic valley around it:

$$V=Fx+\tfrac12 Cy^2+\tfrac12 C'z^2,\qquad F>0 .$$

$F$ is the slope, so uphill means larger $x$ and larger $j$. $C$ and $C'$ are the transverse curvatures, taken positive unless stated otherwise. With $\mathbf g_j=\nabla V(\mathbf R_j)$ and a unit tangent $\boldsymbol\tau_j$, the nudged force is

$$\mathbf f_j=-\mathbf g_j+(\mathbf g_j\cdot\boldsymbol\tau_j)\boldsymbol\tau_j+k\left(|\mathbf R_{j+1}-\mathbf R_j|-|\mathbf R_j-\mathbf R_{j-1}|\right)\boldsymbol\tau_j .$$

The first two terms are the true force with its part along the tangent removed. The last term keeps the images apart and acts along the tangent. Two tangent rules are compared:

- central: $\boldsymbol\tau_j$ is parallel to $\mathbf R_{j+1}-\mathbf R_{j-1}$;
- uphill neighbour: $\boldsymbol\tau_j$ lies along the segment joining image $j$ to its neighbour of higher energy, here $\mathbf R_{j+1}-\mathbf R_j$.

The band relaxes by steepest descent, $d\mathbf R_j/ds=\mathbf f_j$. The variable $s$ is a relaxation parameter, not physical time. Its unit is length squared per energy, so a rate of change with $s$ has the unit of a force constant. A mode that varies as $e^{\lambda s}$ has damping $-\operatorname{Re}\lambda$ and angular frequency $|\operatorname{Im}\lambda|$. The combination that will recur is

$$a=\frac Fd .$$

The numerical example takes $F=20$ eV/nm, $d=0.015$ nm and $M=7$. The slope is then $8d=0.12$ nm long and rises by $20\times0.12=2.4$ eV. The transverse curvatures are 300 eV/nm² (soft) and 1200 eV/nm² (stiff), and $k=500$ eV/nm². These values give $a=20/0.015=1333$ eV/nm², or 0.137 hartree/bohr².

### The straight band is stationary

On the straight band every tangent is $(1,0,0)$ under either rule, and the gradient is $(F,0,0)$. Its projection on the tangent is $F$, so the true force contributes $-F+F=0$. All segments have length $d$, so the spring term vanishes as well. The slope has no effect until the tangent tilts.

### One movable image

Let $M=1$, and displace the single movable image sideways by $y$, with both neighbours held on the axis. The central tangent joins the two neighbours and stays along $x$. The transverse force is therefore $-Cy$, and the slope does nothing.

The uphill tangent points from $(d,y)$ to $(2d,0)$. With $L^2=d^2+y^2$ it is

$$\boldsymbol\tau=\frac{(d,-y)}{L},\qquad \mathbf g\cdot\boldsymbol\tau=\frac{Fd-Cy^2}{L}.$$

The two segments have the same length $L$, so the spring force is zero. The transverse force is

$$f_y=-Cy-\frac{y(Fd-Cy^2)}{L^2}.$$

The two terms in $C$ combine to $-Cy(L^2-y^2)/L^2=-Cyd^2/L^2$. Dividing numerator and denominator by $d^2$ gives

$$f_y=-\left(C+\frac Fd\right)\frac{y}{1+y^2/d^2}.$$

This holds for a sideways displacement of any size, with the image midway between its neighbours along $x$. For small $y$ it is a linear restoring force with constant $C+a$, and the relative error of the linear form is about $y^2/d^2$.

The added term has a mechanical counterpart. A pendulum of weight $W$ and length $\ell$ has the transverse stiffness $W/\ell$. Here the slope plays the part of the weight and the image spacing that of the string. The image hangs from its uphill neighbour.

If the tangent is taken to the downhill neighbour instead, it points from $(0,0)$ to $(d,y)$. The sign of $\tau_y$ changes, and the small-displacement force becomes $-(C-a)y$. This is an inverted pendulum, unstable when $a>C$.

### Linear forces for any number of images

Now let every image move, with $\mathbf R_j=(jd+u_j,\,y_j,\,z_j)$ and all displacements small compared with $d$. To first order the tangent is $(1,\theta_j,\theta'_j)$, where $\theta_j$ is the transverse difference divided by the unperturbed longitudinal one. Changes $u_j$ in the longitudinal difference would multiply a quantity that is already small, so they enter $\theta_j$ at second order. Normalising the vector also changes it at second order.

The projected gradient is

$$\mathbf g_j\cdot\boldsymbol\tau_j=F+\text{second order},$$

because $Cy_j\theta_j$ is a product of two small quantities. The segment lengths are $d+u_{j+1}-u_j$ and $d+u_j-u_{j-1}$ to first order, since a sideways displacement lengthens a segment at second order. The spring factor is thus $k(u_{j+1}-2u_j+u_{j-1})$. Collecting the first-order terms gives

$$f_{x,j}=k(u_{j+1}-2u_j+u_{j-1}),\qquad f_{y,j}=-Cy_j+F\theta_j .$$

The $z$ direction obeys the second equation with $C'$ and $\theta'_j$. In the transverse equation the spring would enter as $k(u_{j+1}-2u_j+u_{j-1})\theta_j$, which is of second order. Within the linear theory, therefore, a stiffer spring does not cure a transverse instability.

The longitudinal modes are $u_j=\sin(j\kappa_q)$ with

$$\kappa_q=\frac{q\pi}{M+1},\qquad q=1,\dots,M,$$

which vanish at both ends. From $\sin((j+1)\kappa)+\sin((j-1)\kappa)=2\cos\kappa\,\sin(j\kappa)$, the second difference multiplies the mode by $2\cos\kappa_q-2=-4\sin^2(\kappa_q/2)$. Their eigenvalues are $-4k\sin^2(\kappa_q/2)$. They are real and negative under both rules, and they decouple from the transverse motion.

### Two movable images with central tangents

The central rule gives $\theta_j=(y_{j+1}-y_{j-1})/(2d)$. With two movable images and held ends,

$$\frac{dy_1}{ds}=-Cy_1+\frac a2y_2,\qquad \frac{dy_2}{ds}=-Cy_2-\frac a2y_1 .$$

Image 1 is drawn towards the side on which image 2 lies, while image 2 is pushed away from the side on which image 1 lies. Such a pair of forces cannot come from a potential energy of the two displacements, since that would make the two coupling coefficients equal. With $w=y_1-iy_2$ the equations combine to

$$\frac{dw}{ds}=-Cw+\frac a2(y_2+iy_1)=\left(-C+\frac{ia}2\right)w,$$

because $i(y_1-iy_2)=iy_1+y_2$. The point $(y_1,y_2)$ spirals into the origin. The slope sets the turning rate $a/2$, and the valley alone sets the decay rate $C$.

### Central tangents, any number of images

For general $M$,

$$\frac{dy_j}{ds}=-Cy_j+\frac a2(y_{j+1}-y_{j-1}),\qquad y_0=y_{M+1}=0 .$$

Try $y_j=i^{\,j}\sin(j\kappa_q)$. Since $-i^{-1}=i$, the difference is

$$y_{j+1}-y_{j-1}=i^{\,j}\,i\left[\sin((j+1)\kappa_q)+\sin((j-1)\kappa_q)\right]=2i\cos\kappa_q\;y_j .$$

The end conditions hold because $\sin0=\sin q\pi=0$. The eigenvalues are

$$\lambda_q=-C+i\,a\cos\frac{q\pi}{M+1},\qquad q=1,\dots,M .$$

The $M$ cosines are distinct, so these are all the modes. For $M=1$ the cosine is zero, and for $M=2$ it is $\pm\tfrac12$, in agreement with the two cases above. When $M$ is odd, the mode $q=(M+1)/2$ does not oscillate.

The real motion of a mode is the real part of $i^{\,j}\sin(j\kappa_q)e^{\lambda_qs}$. With $\omega_q=a\cos\kappa_q$ it is

$$y_j=e^{-Cs}\cos\left(\omega_qs+\frac{j\pi}2\right)\sin(j\kappa_q).$$

For the fastest mode, $q=1$, the sine is one smooth arch over the band. The other factor repeats every four images, so the fastest oscillation is a kink with a period of four images.

The slope gives no damping to any superposition of modes either. From the equation of motion,

$$\frac{d}{ds}\sum_jy_j^2=-2C\sum_jy_j^2+a\sum_j(y_jy_{j+1}-y_jy_{j-1}).$$

With held ends the two sums of products contain the same pairs and cancel. The norm $\left(\sum_jy_j^2\right)^{1/2}$ decays as $e^{-Cs}$, whatever the shape.

In the example, numerical differentiation of the full nonlinear force gives eigenvalues with real part $-300$ eV/nm² in the soft direction. The imaginary parts have magnitudes 1232, 943, 510 and 0 eV/nm². The first agrees with $1333\cos(\pi/8)=1232$. At these settings the fastest kink turns about four times faster, in radians, than it decays; for the other modes the ratios are 3.1, 1.7 and 0.

### Uphill tangents, two images and then any number

The uphill rule gives $\theta_j=(y_{j+1}-y_j)/d$, so

$$\frac{dy_j}{ds}=-(C+a)y_j+a\,y_{j+1},\qquad y_{M+1}=0 .$$

For two images, write $\Lambda=C+a$. The upper image obeys $dy_2/ds=-\Lambda y_2$, which gives $y_2=e^{-\Lambda s}y_2(0)$. Put $y_1=e^{-\Lambda s}w_1$ in the lower equation. The terms in $\Lambda$ cancel and leave $dw_1/ds=ay_2(0)$, so

$$y_1=e^{-\Lambda s}\left[y_1(0)+as\,y_2(0)\right].$$

Both images finally decay with the exponential rate $C+a$, but the factor $as$ delays the lower one. If both start with the same displacement, the initial value of $dy_1/ds$ is $-Cy_1$. The slope gives image 1 no damping at that moment, because its segment to the uphill neighbour is not yet tilted.

For general $M$ each image is driven only by the next one uphill. The matrix is upper triangular, and its eigenvalues are its diagonal elements:

$$\lambda=-\left(C+\frac Fd\right),\qquad\text{repeated }M\text{ times.}$$

There is only one eigenvector. The condition that the matrix multiply $y$ by $-(C+a)$ reads $ay_{j+1}=0$ for every $j$ from 1 to $M-1$. Only $y_1$ may then differ from zero. Such a matrix is called a Jordan block; the delay factor $as$ found for two images is its mark.

The sign of the slope does not matter. If $F<0$, the higher neighbour is $j-1$ and $\theta_j=(y_j-y_{j-1})/d$. The slope force is then

$$F\theta_j=-\frac{|F|}{d}(y_j-y_{j-1}),$$

so the added damping is $|F|/d$. If instead the lower neighbour is chosen while $F>0$, the slope force is $+a(y_j-y_{j-1})$ and each eigenvalue is $-C+a$.

The numerically differentiated force confirms these statements for the example. In the soft direction the uphill rule gives $-1633$ eV/nm² for all seven eigenvalues, which is $-(300+1333)$. The downhill rule gives $1333-300=+1033$ eV/nm², a growing band.

When $F$ tends to zero at fixed $d$, the eigenvalues of all three rules tend to $-C$, as they must, since the tangent then no longer has a slope force to project. When $d$ tends to zero at fixed $F$, the added damping $F/d$ grows without limit, although the potential and the path have not changed. The eigenvalue thus cannot be the rate at which a smooth bend begins to decay. Its divergence reflects the fact, taken up in the second half, that in this limit a bend is carried out of a band with held ends within a finite $s$.

## Second half: long bands, finite steps and varying slopes

### Results carried forward

The band has $M$ movable images at spacing $d$ on a slope $F$, with transverse curvature $C$, and $a=F/d$. Small sideways displacements $y_j$ obey

$$\text{central:}\quad \frac{dy_j}{ds}=-Cy_j+\frac a2(y_{j+1}-y_{j-1}),$$

$$\text{uphill:}\quad \frac{dy_j}{ds}=-Cy_j+a(y_{j+1}-y_j),$$

where $s$ is the steepest-descent parameter. With held ends the central eigenvalues are $-C+ia\cos[q\pi/(M+1)]$, and their largest frequency is $\omega_1=a\cos[\pi/(M+1)]$. The uphill eigenvalues all equal $-(C+a)$. The example has $a=1333$, $\omega_1=1232$ and $C=300$ (soft) or 1200 (stiff), all in eV/nm², with $M=7$.

### Waves on a long band

Far from the ends, try $y_j=e^{i\varphi j+\lambda s}$, where $\varphi$ is the phase advance per image. Then $y_{j\pm1}=e^{\pm i\varphi}y_j$, and

$$\lambda_{\rm central}=-C+ia\sin\varphi,$$

$$\lambda_{\rm uphill}=-C+a(e^{i\varphi}-1)=-C-a(1-\cos\varphi)+ia\sin\varphi .$$

The frequencies are the same under both rules. On a long band the uphill rule does not remove the oscillation; it adds damping that depends on wavelength. This damping is zero for a uniform shift, $a$ at a period of four images, and $2a$ for a zigzag, in which neighbours have opposite signs. Its average over $\varphi$ is $a$, since $\cos\varphi$ averages to zero. In the example the mean is 1333 eV/nm² and the zigzag value 2667 eV/nm². Under the central rule the slope gives the zigzag neither damping nor frequency, and only the valley's damping $C$ remains, because the two neighbours of each image are displaced equally and the tangent does not tilt.

The smooth limit shows what the motion is. With $y_j=y(x_j)$ and small $d$, the expansion $y_{j\pm1}=y\pm d\,y'+\tfrac12d^2y''$ gives

$$\text{central:}\quad\frac{\partial y}{\partial s}=-Cy+F\frac{\partial y}{\partial x},$$

$$\text{uphill:}\quad\frac{\partial y}{\partial s}=-Cy+F\frac{\partial y}{\partial x}+\frac{Fd}2\frac{\partial^2y}{\partial x^2},$$

to order $d$. The common part has the solution $y(x,s)=e^{-Cs}y(x+Fs,0)$: a bend in the band travels downhill at speed $F$ in $s$. The uphill rule also smooths it, with a diffusion coefficient $Fd/2$ that vanishes as the images are packed more closely. In the language of transport equations this is the upwind difference, which takes its information from the side the disturbance comes from. At a held end the two rules part. Under the central rule the norm decays only as $e^{-Cs}$, so a bend cannot leave the band; at the lower end it turns into short waves with $\varphi>\pi/2$, which travel back uphill.

With held ends, the slope gives central tangents oscillation but no damping, while uphill tangents gain $F/d$ in every eigenvalue; on a long band that added damping depends on wavelength, and smooth bends travel downhill. It remains to show how a bend leaves a band with held ends, and what finite steps, large displacements, optimisers with inertia and varying slopes change.

Numbers in the example were calculated in double precision.
